# Wagner's critical solute fraction for the internal-to-external oxidation transition

## 1. A solute that cannot move

Take an alloy of a noble host A with a small fraction \(N_B\) of a reactive solute B. Oxygen dissolves at the surface, diffuses inward and converts B into particles of the oxide BO\(_\nu\), with \(\nu\) oxygen atoms per B atom. Suppose first that B is immobile.

Each B atom is then oxidized where it sits. If \(\Omega\) is the volume per metal atom and \(\Omega_{ox}\) the oxide volume per B atom, the oxide occupies the volume fraction

\[ g=N_B\,\frac{\Omega_{ox}}{\Omega}. \]

Let the particles choke off the oxygen supply when \(g\) reaches a prescribed value \(g^*\). Internal oxidation is then blocked when \(N_B\) exceeds

\[ f^*=g^*\,\frac{\Omega}{\Omega_{ox}} . \]

With \(g^*=0.3\) and \(\Omega_{ox}=2\Omega\), this requires \(N_B=0.15\).

A mobile solute changes the answer. The reaction front is a sink for B, so B diffuses towards it from the unoxidized alloy. More B is deposited as oxide than the alloy originally held at that place, and blocking needs less solute. The task is to calculate this enrichment.

## 2. The model and its conventions

The alloy fills \(x>0\). All concentrations are counted per metal site. The dissolved oxygen fraction at \(x=0\) is held at \(N_O\), and the solute fraction far inside is \(N_B\). The profiles are \(c_O(x,t)\) and \(c_B(x,t)\), with constant diffusivities \(D_O\) and \(D_B\), and

\[ \varphi=\frac{D_O}{D_B}. \]

The assumptions are these.

- The oxide is so stable that dissolved O and B do not coexist. A sharp front at \(x=\xi(t)\) separates them, and both profiles vanish there.
- The oxide particles do not move, and they do not slow the oxygen before blocking.
- The host forms no scale of its own, and the surface does not recede.
- Volumes refer to a fixed frame: \(g\) is oxide volume per original alloy volume.

Let \(f\) be the number of oxidized B atoms per original metal site in the zone behind the front. Then \(g=f\,\Omega_{ox}/\Omega\), and blocking means \(f=f^*\).

The last assumption has a physical content. B arriving at the front is balanced by A leaving, so an original site ends up with \(f\) atoms of B in oxide and \(1-f\) atoms of A. In units of \(\Omega\) their volume is \(g+1-f\), which exceeds 1 when \(\Omega_{ox}>\Omega\). The fixed frame requires the excess host metal to leave the zone. If the zone swells instead, the local oxide share is \(g/(1+g-f)\). For \(g=0.3\) and \(f=0.15\) this is \(0.3/1.15=0.26\).

The algebra uses atomic units with \(k_B=1\), so temperature \(T\) is an energy. Numbers are given in eV and Å, with time in seconds.

## 3. The profiles

Each species obeys \(\partial_t c=D\,\partial_x^2c\). The problem contains no fixed length, so try \(c=F(\eta)\) with \(\eta=x/(2\sqrt{Dt})\). Since \(\partial_t\eta=-\eta/(2t)\) and \((\partial_x\eta)^2=1/(4Dt)\),

\[ -\frac{\eta}{2t}F'=D\,\frac{F''}{4Dt}
\quad\Longrightarrow\quad F''=-2\eta F'
\quad\Longrightarrow\quad F'\propto e^{-\eta^2}. \]

The solutions are a constant plus a multiple of \(\operatorname{erf}\eta\). The boundary conditions at the front can hold at all times if \(\eta\) is constant there, so write

\[ \xi=2\gamma\sqrt{D_Ot},\qquad u=\gamma\sqrt{\varphi}. \]

At the front the oxygen variable equals \(\gamma\), and the solute variable equals \(\xi/(2\sqrt{D_Bt})=u\). Imposing \(c_O(0)=N_O\), \(c_B(\infty)=N_B\) and \(c_O(\xi)=c_B(\xi)=0\) gives

\[ c_O=N_O\left[1-\frac{\operatorname{erf}(x/2\sqrt{D_Ot})}{\operatorname{erf}\gamma}\right],\quad x<\xi, \]

\[ c_B=N_B\left[1-\frac{\operatorname{erfc}(x/2\sqrt{D_Bt})}{\operatorname{erfc}u}\right],\quad x>\xi. \]

The number \(u\) compares the front depth with the solute diffusion length. Small \(u\) means that B is collected from a region much deeper than the oxidized zone.

## 4. Two balances at the front

While the front advances by \(d\xi\), it deposits \(f\,d\xi\) oxidized B atoms per unit area, counted in units of the site density \(1/\Omega\). The fluxes carry the same factor \(1/\Omega\), which cancels. No dissolved B remains at the front, so all the deposited B atoms are supplied by the flux from ahead. The corresponding oxygen comes from behind:

\[ f\,\frac{d\xi}{dt}=D_B\left.\frac{\partial c_B}{\partial x}\right|_{\xi^+},
\qquad
\nu f\,\frac{d\xi}{dt}=-D_O\left.\frac{\partial c_O}{\partial x}\right|_{\xi^-}. \]

Both right sides are positive: \(c_B\) rises away from the front, and \(c_O\) falls towards it. The front speed is \(d\xi/dt=\gamma\sqrt{D_O/t}\).

**Oxygen.** The derivative of \(\operatorname{erf}\eta\) is \((2/\sqrt\pi)e^{-\eta^2}\), and \(\partial_x\eta=1/(2\sqrt{D_Ot})\). The factors of 2 cancel, and the balance becomes

\[ N_O\sqrt{\frac{D_O}{\pi t}}\;\frac{e^{-\gamma^2}}{\operatorname{erf}\gamma}
=\nu f\gamma\sqrt{\frac{D_O}{t}} . \]

Hence

\[ N_O=\sqrt\pi\,\nu f\,\gamma e^{\gamma^2}\operatorname{erf}\gamma. \tag{1} \]

**Solute.** The derivative of \(\operatorname{erfc}\) is negative, which cancels the minus sign in \(c_B\):

\[ N_B\sqrt{\frac{D_B}{\pi t}}\;\frac{e^{-u^2}}{\operatorname{erfc}u}
=f\gamma\sqrt{\frac{D_O}{t}} . \]

Dividing by \(\sqrt{D_B/t}\) and using \(\gamma\sqrt{D_O/D_B}=u\),

\[ N_B=f\,P(u),\qquad P(u)=\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u. \tag{2} \]

Time has dropped out of both equations, so \(f\) is the same at every depth in the zone. In this model an alloy does not drift towards blocking as it oxidizes; its composition decides the matter from the start.

## 5. The critical fraction

Set \(f=f^*\). Equation (1) then fixes \(\gamma\) from the oxygen data alone, and (2) gives the critical solute fraction:

\[ \boxed{\,N^*=f^*\sqrt\pi\,u\,e^{u^2}\operatorname{erfc}u,\quad
u=\gamma\sqrt\varphi,\quad
\sqrt\pi\,\gamma e^{\gamma^2}\operatorname{erf}\gamma=\frac{N_O}{\nu f^*}\,} \tag{3} \]

It must still be shown that alloys richer than \(N^*\) are the blocked ones. First rewrite the error function. With \(y=u+z\),

\[ e^{u^2}\operatorname{erfc}u=\frac{2}{\sqrt\pi}\int_u^\infty e^{u^2-y^2}dy
=\frac{2}{\sqrt\pi}\int_0^\infty e^{-z^2-2uz}\,dz, \tag{4} \]

which decreases as \(u\) grows. Now divide (1) by \(\nu\) times (2):

\[ \frac{N_O}{\nu N_B}=\frac{e^{\gamma^2}\operatorname{erf}\gamma}{\sqrt\varphi\;e^{u^2}\operatorname{erfc}u}. \]

The right side rises from 0 to infinity with \(\gamma\), so each alloy has one value of \(\gamma\). At fixed \(N_O\) and \(\varphi\), a larger \(N_B\) lowers the left side and hence \(\gamma\). By (1), a smaller \(\gamma\) at fixed \(N_O\) means a larger \(f\). Therefore \(f>f^*\) holds if and only if \(N_B>N^*\).

A separate calculation on a grid supports the balances. Oxygen and solute diffuse and react wherever they meet, with no front or parabolic law imposed. For \(f^*=0.2\), \(N_O=0.03\), \(\nu=1.5\) and \(\varphi=4\), equation (3) predicts \(N^*=0.101\). At that composition the grid gives \(f=0.200\). At 0.8 and 1.2 times that composition it gives 0.146 and 0.261, in agreement with (1) and (2) to the digits quoted. This tests the transport part of the theory; the blocking value remains an input.

## 6. Wagner's limit

When \(\gamma\ll1\), use \(e^{\gamma^2}\approx1\) and \(\operatorname{erf}\gamma\approx2\gamma/\sqrt\pi\) in (3):

\[ 2\gamma^2=\frac{N_O}{\nu f^*}
\quad\Longrightarrow\quad
u^2=\varphi\gamma^2=\frac{\varphi N_O}{2\nu f^*}. \]

If also \(u\ll1\), then \(e^{u^2}\operatorname{erfc}u\approx1\) and \(P\approx\sqrt\pi\,u\). Thus

\[ N_W=f^*\sqrt\pi\,\sqrt{\frac{\varphi N_O}{2\nu f^*}}
=\sqrt{\frac{\pi f^*\varphi N_O}{2\nu}} . \]

Restoring \(f^*\) and \(\varphi\) gives Wagner's formula,

\[ \boxed{\,N_W=\left[\frac{\pi g^*}{2\nu}\,\frac{N_OD_O}{D_B}\,\frac{\Omega}{\Omega_{ox}}\right]^{1/2}\,} \tag{5} \]

The product \(N_OD_O\) measures how strongly oxygen drives the front inward. A faster front leaves B less time to arrive, so more solute is needed. A larger \(D_B\) helps B to arrive and lowers the threshold.

The square root has a simple origin. Solving (5) for the oxide content of a given alloy, with \(f\) in place of \(f^*\), gives

\[ f=\frac{2\nu N_B^2}{\pi\varphi N_O}. \]

One power of \(N_B\) comes from the larger solute supply. The other comes from the enrichment \(f/N_B\), which grows because a richer alloy slows the front. This quadratic law requires \(\gamma\ll1\) and \(u\ll1\); by (2), the second condition means \(f\gg N_B\). It therefore fails for very dilute alloys at fixed \(N_O\), where the front outruns the solute and \(f\) approaches \(N_B\).

## 7. Where Wagner's limit fails

**The leading correction.** Since \(e^{-2uz}\ge1-2uz\), equation (4) gives

\[ e^{u^2}\operatorname{erfc}u\ \ge\ \frac{2}{\sqrt\pi}\left[\frac{\sqrt\pi}{2}-2u\cdot\frac12\right]=1-\frac{2u}{\sqrt\pi}, \]

and the right side is also its expansion to first order in \(u\). In Wagner's limit \(u=N_W/(\sqrt\pi f^*)\), so to first order in \(u\), provided that \(\gamma\ll1\) and also \(\gamma\ll\sqrt\varphi\) (which makes the neglected terms of order \(\gamma^2\) small beside \(u\)),

\[ N^*\approx N_W\left(1-\frac{2N_W}{\pi f^*}\right). \tag{6} \]

Formula (5) therefore needs \(N_W\ll f^*\). It is not enough that \(N_W\) be small compared with 1.

**The sign of the error.** The derivative of \(e^{\gamma^2}\operatorname{erf}\gamma\) is \(2/\sqrt\pi+2\gamma e^{\gamma^2}\operatorname{erf}\gamma\), which is at least \(2/\sqrt\pi\). Hence \(e^{\gamma^2}\operatorname{erf}\gamma>2\gamma/\sqrt\pi\) for \(\gamma>0\), and the true \(\gamma\) lies below its small-\(\gamma\) estimate. By (4), \(e^{u^2}\operatorname{erfc}u<1\) as well. Both effects lower \(N^*\), so within this model \(N^*<N_W\).

**The opposite limit.** Put \(s=2uz\) in (4) and multiply by \(\sqrt\pi\,u\):

\[ P(u)=\int_0^\infty \exp\left(-s-\frac{s^2}{4u^2}\right)ds. \]

The integrand increases with \(u\), so \(P\) rises from 0 to 1. Consequently \(N^*<f^*\), the value found for an immobile solute. For large \(u\), expanding the second exponential and using \(\int_0^\infty s^2e^{-s}ds=2\) gives

\[ N^*\approx f^*\left(1-\frac{1}{2u^2}\right). \]

The front now outruns the solute, and the case of Section 1 returns. Formula (5) has no such ceiling and continues to grow as \(\sqrt{N_O}\).

## 8. Temperature at fixed surface oxygen

Let both diffusivities be thermally activated, with barriers \(E_O\) and \(E_B\). Then \(\varphi\propto\exp[(E_B-E_O)/T]\). At fixed \(N_O\), formula (5) gives

\[ \frac{d\ln N_W}{d(1/T)}=\frac{E_B-E_O}{2}. \]

In (3), \(\gamma\) does not depend on \(\varphi\), so temperature enters through \(u\propto\sqrt\varphi\):

\[ \frac{d\ln N^*}{d(1/T)}=\frac{E_B-E_O}{2}\,\frac{d\ln P}{d\ln u}. \]

The last factor lies between 0 and 1, because \(P\) increases with \(u\) while \(P/u\) decreases. If \(E_B>E_O\), heating lowers the threshold, but less steeply than (5) says. This holds at fixed \(N_O\); a surface oxygen content that changes with temperature adds its own contribution.

## 9. A worked model alloy

Choose a thermal energy \(T=0.1\) eV, barriers \(E_O=1.7\) eV and \(E_B=2.7\) eV, and prefactors \(5\times10^{14}\) and \(1\times10^{16}\) Å\(^2\)/s for O and B. Then

\[ D_O=5\times10^{14}e^{-17}=2.07\times10^7\ \text{Å}^2/\text{s}, \]
\[ D_B=1\times10^{16}e^{-27}=1.88\times10^4\ \text{Å}^2/\text{s}, \]

and \(\varphi=1101\). Take \(\Omega=11\) Å\(^3\), \(\Omega_{ox}=22\) Å\(^3\), \(\nu=3/2\), \(g^*=0.3\) and \(N_O=10^{-5}\), so that \(f^*=0.3\times11/22=0.15\).

The front constant is very small:

\[ \gamma\approx\sqrt{\frac{10^{-5}}{2\times1.5\times0.15}}=0.00471,
\qquad u=0.00471\sqrt{1101}=0.156. \]

Wagner's formula gives

\[ N_W=\sqrt{\frac{\pi\times0.15\times1101\times10^{-5}}{3}}=0.0416, \]

whereas (3) gives \(N^*=0.0352\). Wagner's value is 18% above the full one. The correction (6) multiplies \(N_W\) by \(1-2(0.0416)/(0.15\pi)=0.82\) and gives 0.0343, within 3% of the full result. The enrichment at the threshold is \(f^*/N^*=4.3\).

At the critical composition, if the zone is still regarded as open to oxygen, its depth after 3600 s is

\[ \xi=2\gamma\sqrt{D_Ot}=2.57\times10^3\ \text{Å}=4.86\times10^3\ \text{bohr}. \]

The difference between the two formulas can decide the predicted outcome. With all other settings fixed, \(N_B=0.03\) gives \(g=0.23\), and both predict internal oxidation. For \(N_B=0.04\) the full result is \(g=0.38\), above \(g^*\), so it predicts an external scale; Wagner's formula still predicts internal oxidation. At \(N_B=0.05\) both predict an external scale.

Raising the surface oxygen at fixed temperature and \(g^*\) takes the alloy out of Wagner's regime:

| \(N_O\) | \(N^*\) | \(N_W\) |
|---|---|---|
| \(10^{-7}\) | 0.0041 | 0.0042 |
| \(10^{-5}\) | 0.035 | 0.042 |
| \(10^{-4}\) | 0.081 | 0.132 |
| \(10^{-3}\) | 0.129 | 0.416 |

In the last row \(N_W\) is far above the ceiling \(f^*=0.15\).

The blocking fraction matters too. At \(N_O=10^{-5}\), changing \(g^*\) from 0.2 to 0.4 raises \(N^*\) from 0.028 to 0.041. The temperature slope at \(N_O=10^{-5}\) is 0.42 eV, compared with 0.50 eV from (5).

## 10. Real alloys and the limits of the criterion

The two volumes chosen above are close to those of alumina in nickel, but the diffusion parameters are round model values, and the results are not predictions for that alloy. Nickel in contact with its own oxide at a comparable temperature dissolves oxygen at a fraction of very roughly \(10^{-4}\) or more. The choice \(N_O=10^{-5}\) therefore stands for a less oxidizing atmosphere, which also suits the assumption that the host forms no scale. The highest values of \(N_O\) in the table of Section 9 may exceed what nickel can dissolve without forming its own oxide; those rows show how the two formulas behave, not conditions that nickel must be able to reach. Real alloys often have grain boundaries that carry solute faster than the lattice. If their effect can be represented by a tenfold larger effective \(D_B\), formula (5) divides the threshold by \(\sqrt{10}\approx3.2\), and the full result (3) divides it by 2.8 for the alloy of Section 9. Either change is larger than the 18% found above. If particles instead reduce the effective \(D_O\) to 70% of its value before blocking, (5) multiplies the threshold by \(\sqrt{0.7}=0.84\). The particles can also act the other way: where the oxide grows as rods or plates normal to the surface, as reported for alumina in nickel, their interfaces can carry oxygen faster than the lattice, which raises the effective \(D_O\) and the threshold.

The value of \(g^*\) stands for everything the model omits about the shape and arrangement of the particles. Plates parallel to the surface can obstruct oxygen at a smaller volume fraction than compact particles, so a \(g^*\) found for one alloy need not suit another. If the oxide is only moderately stable, dissolved B remains at the front, and the balances of Section 4 must be changed.

Finally, \(N^*\) concerns the onset of an external scale. Once a continuous scale exists, its growth consumes B at a rate set by transport through the scale, and the alloy must supply B at that rate. This is a separate condition, and satisfying \(N_B>N^*\) does not guarantee it. The numerical output following these notes gives the values to more digits.

## Values computed for the example and the checks

```
GRID TEST (fractions per metal site, lengths in grid spacings)
prescribed oxide content f* = 0.2, N_O = 0.03, nu = 1.5, D_O/D_B = 4.0
predicted critical solute fraction = 0.10105
N_B/N_crit = 0.8: f grid 0.1462, theory 0.1462; front grid 79.29, theory 79.29
N_B/N_crit = 1.0: f grid 0.2000, theory 0.2000; front grid 68.17, theory 68.17
N_B/N_crit = 1.2: f grid 0.2605, theory 0.2605; front grid 59.94, theory 59.95
MODEL ALLOY
thermal energy = 0.1 eV; barriers: O 1.7 eV, B 2.7 eV
prefactors: O 5.0e+14, B 1.0e+16 angstrom^2/s
D_O = 2.0700e+07 angstrom^2/s
D_B = 1.8795e+04 angstrom^2/s
D_O/D_B = 1101.32
volume per metal atom = 11.0 angstrom^3
oxide volume per solute atom = 22.0 angstrom^3
nu = 1.5, g* = 0.3, N_O = 1.0e-05, f* = 0.1500
gamma = 0.004714, u = 0.15644
critical solute fraction, full = 0.03516
critical solute fraction, Wagner = 0.04159
Wagner with leading correction = 0.03425
Wagner overestimate = 18.30 percent
enrichment f*/N_crit = 4.266
front depth after 3600 s = 2573.7 angstrom = 4863.5 bohr
local oxide share if the zone swells = 0.2609
slope d ln N/d(1/kT): full 0.4201 eV, Wagner 0.5000 eV
DEPENDENCE ON SURFACE OXYGEN (g* as above)
N_O = 1e-07: full 0.00409, Wagner 0.00416
N_O = 1e-06: full 0.01245, Wagner 0.01315
N_O = 1e-05: full 0.03516, Wagner 0.04159
N_O = 1e-04: full 0.08133, Wagner 0.13153
N_O = 1e-03: full 0.12948, Wagner 0.41593
DEPENDENCE ON BLOCKING FRACTION (N_O as above)
g* = 0.2: full 0.02771, Wagner 0.03396
g* = 0.3: full 0.03516, Wagner 0.04159
g* = 0.4: full 0.04148, Wagner 0.04803
FOUR ALLOYS (predicted oxide volume fraction g if not blocked)
N_B = 0.02: g = 0.1170, full internal, Wagner internal
N_B = 0.03: g = 0.2287, full internal, Wagner internal
N_B = 0.04: g = 0.3753, full external, Wagner internal
N_B = 0.05: g = 0.5566, full external, Wagner external
```
